# Inductance of two wide superconducting plates from London's equation

Calculating the delay or stored energy of a superconducting line requires a decision about which length multiplies $\mu_0/w$ in its inductance. The obvious candidate is the insulator thickness $s$ between the two conductors. For a niobium line with films and insulator a few hundred nanometres thick, that choice can lose about half of the inductance, because the magnetic field enters the metal and because the moving carriers store kinetic energy. The length that belongs there is

$$
g=s+\lambda_1\coth\frac{d_1}{\lambda_1}+\lambda_2\coth\frac{d_2}{\lambda_2},\qquad L=\frac{\mu_0 g}{w},
$$

where $L$ is the inductance per unit length, $w$ the common width of the plates, $d_1,d_2$ their thicknesses and $\lambda_1,\lambda_2$ their London penetration depths. I call $g$ the effective gap.

The line consists of two flat parallel plates, one carrying $+I$ along $x$ and the other $-I$. Let $z$ be the coordinate across the stack. Plate 2 fills $-d_2<z<0$, a nonmagnetic insulator fills $0<z<s$, and plate 1, with the current $+I$, fills $s<z<s+d_1$. The width is taken so large that edge fields can be dropped. The sheet current $K=I/w$ is then uniform across the width, and all fields depend on $z$ alone. There is no applied field and no trapped vortex. SI units are used.

With a vector potential $A(z)$ along $x$, the field $\mathbf B=\nabla\times\mathbf A$ points along $y$, and Ampère's law $\nabla\times\mathbf B=\mu_0\mathbf J$ has only an $x$ component:

$$
B=\frac{dA}{dz},\qquad \mu_0J=-\frac{dB}{dz}.
$$

The minus sign comes from the curl of a $y$-directed field that varies with $z$. Displacement current is neglected, which requires $s$ and the thicknesses to be far below the wavelength.

London's equation, $\nabla\times(\mu_0\lambda^2\mathbf J)=-\mathbf B$, describes a superconductor whose response is linear and local. In this geometry it reads

$$
\mu_0\lambda^2\frac{dJ}{dz}=-B=-\frac{dA}{dz}.
$$

Moving everything to one side gives $d(\mu_0\lambda^2J+A)/dz=0$, so within plate $k$

$$
\mu_0\lambda_k^2J+A=C_k ,
$$

with $C_k$ independent of $z$. Inserting $\mu_0J=-dB/dz$ into the differential form instead gives $-\lambda^2B''=-B$, or

$$
\frac{d^2B}{dz^2}=\frac{B}{\lambda^2}.
$$

Two boundary values are needed for each plate. Outside the plates $J=0$, so $B$ is constant above the stack and constant below it. The two constants are equal because the total current is zero, and their common value is the applied field, which is zero. Hence $B=0$ at both outer faces. Integrating $dB/dz=-\mu_0J$ through plate 1, from its inner face to the outside, gives

$$
0-B(s)=-\mu_0K,\qquad\text{so}\qquad B(s)=\mu_0K .
$$

The insulator carries no current, so $B=\mu_0K$ throughout it. Plate 2, with sheet current $-K$, gives the same value at $z=0$.

Let $u$ be the depth measured from the inner face of either plate: $u=z-s$ in plate 1 and $u=-z$ in plate 2. The general solution can be written as

$$
B=a\sinh\frac{d-u}{\lambda}+b\cosh\frac{d-u}{\lambda}.
$$

At $u=d$ the field vanishes, so $b=0$. At $u=0$ it equals $\mu_0K$, which fixes $a$. Therefore

$$
B(u)=\mu_0K\,\frac{\sinh[(d-u)/\lambda]}{\sinh(d/\lambda)} .
$$

In plate 1, $d/dz=d/du$, and $-dB/dz$ is positive. In plate 2, $d/dz=-d/du$, and the current is reversed, as it must be. In both,

$$
|J(u)|=\frac{K}{\lambda}\,\frac{\cosh[(d-u)/\lambda]}{\sinh(d/\lambda)} .
$$

The integral of the hyperbolic cosine from $u=0$ to $d$ is $\lambda\sinh(d/\lambda)$, so the current density integrates to $K$. The current is densest at the inner faces.

The inductance follows from the stored energy, $W=\tfrac12LI^2$ per unit length. The magnetic energy density is $B^2/(2\mu_0)$. The carriers also have kinetic energy. In a superconductor the electric field accelerates them according to $E=\mu_0\lambda^2\,\partial J/\partial t$, so the power delivered per volume is

$$
EJ=\mu_0\lambda^2J\frac{\partial J}{\partial t}
=\frac{\partial}{\partial t}\left(\frac{\mu_0\lambda^2J^2}{2}\right),
$$

and the bracket is the kinetic energy density.

Put $D=d/\lambda$ and $t=(d-u)/\lambda$, so that an integral over $u$ from 0 to $d$ becomes $\lambda$ times an integral over $t$ from 0 to $D$. The magnetic energy of one plate, per unit length of line, is

$$
W_m=\frac{w\mu_0K^2}{2}\,\frac{\lambda}{\sinh^2D}\int_0^D\sinh^2t\,dt .
$$

Since $\sinh^2t=(\cosh2t-1)/2$, the integral is $\tfrac14\sinh2D-\tfrac12D=\tfrac12(\sinh D\cosh D-D)$. Thus $W_m=\tfrac12w\mu_0K^2\,m$ with

$$
m=\frac{\lambda}{2}\left(\coth D-\frac{D}{\sinh^2D}\right).
$$

In the kinetic energy, the factor $\lambda^2$ cancels the $1/\lambda^2$ in $J^2$, which leaves the same prefactor with $\cosh^2t=(\cosh2t+1)/2$ in the integral. Hence $W_k=\tfrac12w\mu_0K^2\,k$ with

$$
k=\frac{\lambda}{2}\left(\coth D+\frac{D}{\sinh^2D}\right).
$$

The terms in $D/\sinh^2D$ cancel in the sum, and $m+k=\lambda\coth D$. The insulator, with uniform field $\mu_0K$, contributes $\tfrac12w\mu_0K^2s$. Since $wK^2=I^2/w$, the total is

$$
W=\frac{\mu_0I^2}{2w}\left(s+\lambda_1\coth\frac{d_1}{\lambda_1}+\lambda_2\coth\frac{d_2}{\lambda_2}\right)=\frac12LI^2,
$$

which is the stated result.

A circuit responds to voltage, so it matters that the same $L$ governs the voltage. Let $\phi_k$ be the electric potential of plate $k$. Then $E=-\partial A/\partial t-\partial\phi_k/\partial x$, and with $E=\mu_0\lambda_k^2\,\partial J/\partial t$,

$$
-\frac{\partial\phi_k}{\partial x}=\frac{\partial}{\partial t}\left(\mu_0\lambda_k^2J+A\right)=\frac{dC_k}{dt}.
$$

The voltage between the plates therefore falls along the line at the rate $d(C_1-C_2)/dt$, which by definition is $L\,dI/dt$. With no trapped flux, $C_1-C_2$ vanishes at zero current, so $LI=C_1-C_2$. Evaluating each constant at the inner face of its plate gives

$$
C_1-C_2=\mu_0\lambda_1^2J(s)-\mu_0\lambda_2^2J(0)+A(s)-A(0).
$$

Here $J(0)$ belongs to plate 2 and is negative, so both current terms are positive. Each equals $\mu_0\lambda^2(K/\lambda)\coth D=\mu_0K\lambda\coth D$. The difference $A(s)-A(0)$ is the flux in the insulator, $\int_0^sB\,dz=\mu_0Ks$. The sum is $\mu_0Kg=\mu_0gI/w$, in agreement with the energy.

The constants may equally be evaluated at the outer faces, and this shows why magnetic flux alone is not enough. The flux in one plate is

$$
\int_0^dB\,du=\mu_0K\lambda\,\frac{\cosh D-1}{\sinh D}=\mu_0K\lambda\tanh\frac D2 ,
$$

while the current at the outer face supplies $\mu_0\lambda^2|J(d)|=\mu_0K\lambda/\sinh D$. Added together, the two give $\mu_0K\lambda\coth D$ again. Leaving out the second term is harmless for a plate many penetration depths thick and serious for a thin one. Consider a strongly unequal stack with $s=100$ nm, $d_1=150$ nm, $d_2=60$ nm, $\lambda_1=90$ nm and $\lambda_2=250$ nm. The flux between the outer faces corresponds to a length of 191 nm, whereas the effective gap is 1258 nm. A finite-difference solution of London's equation for this stack, driven by a prescribed $C_1-C_2$ and making no use of the hyperbolic functions, also gives 1258 nm, both from the current and from the summed energies.

Two limits show what the hyperbolic cotangent contains. For a thick plate, $D\gg1$,

$$
\coth D=\frac{1+e^{-2D}}{1-e^{-2D}}\simeq1+2e^{-2D},
$$

so the plate contributes $\lambda$, half of it magnetic and half kinetic, since $D/\sinh^2D$ then vanishes. For a thin plate, $D\ll1$, expanding numerator and denominator gives

$$
\coth D=\frac{1+D^2/2+\dots}{D(1+D^2/6+\dots)}=\frac1D+\frac D3+\dots,
\qquad
\lambda\coth\frac d\lambda\simeq\frac{\lambda^2}{d}+\frac d3 .
$$

The current is then nearly uniform, $|J|\simeq K/d$, and its kinetic energy gives the length $\lambda^2(1/d)^2d=\lambda^2/d$. The field falls almost linearly to zero, and $\int_0^d(1-u/d)^2du=d/3$ is the magnetic part. With $s=100$ nm and two plates with $d=10$ nm and $\lambda=90$ nm, the thin-plate form gives $100+2(810+3.33)=1726.67$ nm, and the finite-difference solution gives 1726.66 nm. With $d=900$ nm instead, the numerical value is 280.0 nm, which is $s+2\lambda$.

Since $\coth D>1$, making the plates thicker at fixed $s$, $w$ and $\lambda$ cannot bring the effective gap below $s+\lambda_1+\lambda_2$. To reduce $L$ further within this model, one has to change the spacing, the width or the penetration depth.

For a worked case take a niobium line with $s=200$ nm, $d_1=150$ nm, $d_2=250$ nm, $w=10$ µm and $\lambda=90$ nm in both plates. These are rough values of the kind met in superconducting digital circuits at 4.2 K. The plate contributions are

$$
\lambda\coth\frac{150}{90}=90\times1.0740=96.7\ \text{nm},\qquad
\lambda\coth\frac{250}{90}=90\times1.0078=90.7\ \text{nm},
$$

so that $g=200+96.7+90.7=387.4$ nm and

$$
L=\mu_0\,\frac{387.4\ \text{nm}}{10\ \text{µm}}=4.87\times10^{-8}\ \text{H/m}=0.0487\ \text{pH/µm}.
$$

The insulator alone would give 0.0251 pH/µm. Replacing both cotangents by one would give $g=380$ nm, which is 1.9% below the full wide-plate value. For these thicknesses, including the penetration depth matters far more than including the finite thickness of the films.

The kinetic lengths are 59.8 nm in plate 1 and 47.3 nm in plate 2, together 27.7% of $g$. The magnetic lengths inside the metal are 36.8 and 43.4 nm. The thinner plate has the larger kinetic part because the same current is squeezed into less metal.

This kinetic share also sets the sensitivity to the penetration depth. Differentiating at fixed $d$,

$$
\frac{\partial}{\partial\lambda}\left(\lambda\coth\frac d\lambda\right)=\coth D+\frac{D}{\sinh^2D}=\frac{2k}{\lambda}.
$$

When both plates have the same $\lambda$, a small relative change in it therefore changes $L$ by twice the kinetic share times that relative change. An increase from 90 to 95 nm is 5.6%, so the estimate is $2\times0.277\times5.6\%=3.1\%$, and the full formula also gives 3.1%. Since $\lambda=90$ nm is a rough value, the third digit of $L$ describes the model and is no prediction for a particular film.

The derivation assumes unlimited width, whereas a real line has edges. A two-dimensional solution of London's equation for two strips of equal width, with all fringing fields included, gives 0.0462 pH/µm at $w=10$ µm. Refining the mesh lowers this inductance by 0.07%, and the wide-plate formula is then too high by 5.4%; further refinement brings this to about 5.5%. With all other dimensions unchanged, the formula is too high by 20% at 2 µm, about 1.7% at 40 µm and about 0.9% at 80 µm. The mesh behind the output below is too coarse for the two widest strips and gives 1.5% and 0.8% there.

The fall of the error with width can be traced to the edges. If the formula is too high by a fraction $e$, then

$$
\frac{\mu_0}{L_{\text{strip}}}=\frac wg(1+e)=\frac wg+\frac wg\,e .
$$

The first term is the wide-plate part and the second is due to the edges. At 2 µm, $w/g=5.2$ and the edge term is $5.2\times0.20=1.0$. At 10 µm, $w/g=25.8$ and the edge term is $25.8\times0.055=1.4$. The first term has grown fivefold and the second by only about a third, so the relative error falls as the line is widened. Because $s$ and $g$ are the same in all these strips and differ only by a factor of about two, the results do not show with which of the two lengths $w$ should be compared. The growth of $1/L_{\text{strip}}$ between 40 and 80 µm, in which a constant edge term would cancel, corresponds to an effective gap of 387.3 nm. This was required to match the derived $g$ within 1%. The closer agreement should not be given weight. The edge term is not quite constant but keeps growing, roughly as the logarithm of the width, which should put this value about 0.2% below $g$. The mesh is too coarse at these widths to show so small a difference.

Many real circuits also differ in shape: the ground plane may be wider than the strip, or there may be a second ground plane on the other side. The fringing correction for equal strips does not carry over to those cases, and a strip between two ground planes needs its own boundary conditions from the start.

Other neglected effects can be estimated for the same line. At $I=1$ mA the sheet current is 100 A/m, the field between the plates is 0.126 mT, and the current density at the inner face of plate 1 is $1.19\times10^9$ A/m². Crowding at the strip edges raises the largest cell average to $1.53\times10^9$ and $1.55\times10^9$ A/m² on the two meshes; it still grows with refinement, towards about $1.6\times10^9$ A/m² at the corner. The depairing scale $(2/3)^{3/2}B_c/(\mu_0\lambda)$, with a rough critical field $B_c=0.2$ T, is $9.6\times10^{11}$ A/m². The square of the ratio, which sets the size of the nonlinear correction, is about $3\times10^{-6}$.

Warming from 4.2 to 4.5 K raises $\lambda$ to 90.7 nm if $\lambda\propto[1-(T/T_c)^4]^{-1/2}$ with $T_c=9.2$ K, and $L$ then rises by 0.4%. Weak-coupling BCS theory for a film with a short mean free path gives a larger rise of $L$, between 0.7% and 0.8%. Locality requires the range over which the current responds to the field to be short compared with $\lambda$. Combining a rough clean coherence length of 38 nm with a mean free path of 7 nm through $1/\xi=1/38+1/7$ gives $\xi=5.9$ nm, or $\xi/\lambda\approx0.07$. The response is therefore nearly local, though the remaining shift of $L$ was not computed.

At 10 GHz the line is well below the energy-gap frequency, about 680 GHz at zero temperature and about 660 GHz at 4.2 K in a weak-coupling estimate. In a two-fluid estimate with a normal resistivity of 5 µΩ cm, the normal current is about $6\times10^{-4}$ of the supercurrent. The two-fluid model underestimates it: the Mattis–Bardeen theory, which includes the energy gap, gives $5\times10^{-3}$ to $7\times10^{-3}$ with a weak-coupling gap, depending on whether the supercurrent is taken from that theory or from $\lambda=90$ nm. This is still small. The derivation fails when the frequency approaches the energy gap, when vortices enter the films, or when the current nears depairing. The numerical output below lists most of the values used here.

## Calculated quantities

```
TEST STACK s, d1, d2, lambda1, lambda2 (nm): 100.0 150.0 60.0 90.0 250.0
effective gap, formula: 1258.249 nm
effective gap, finite differences: 1258.249 nm
shift on halving the step: -2.1e-04 nm
effective gap, sum of energies: 1258.249 nm
flux between outer faces only: 191.260 nm
thin plates (s=100, d=10, lambda=90 nm), numerical: 1726.663 nm
thin plates, s + 2(lambda^2/d + d/3): 1726.667 nm
thick plates (s=100, d=900, lambda=90 nm), numerical: 280.000 nm
NIOBIUM EXAMPLE (rough typical inputs)
s = 200 nm, d1 = 150 nm, d2 = 250 nm, lambda = 90 nm
width = 10 um, current = 1 mA
d1/lambda = 1.6667, d2/lambda = 2.7778
coth: plate 1 1.0740, plate 2 1.0078
lambda coth(d/lambda): plate 1 96.66 nm, plate 2 90.70 nm
effective gap: 387.36 nm
inductance per length: 0.04868 pH/um
same in SI: 4.8677e-08 H/m
gap-only inductance mu0 s/w: 0.02513 pH/um
plate 1 magnetic, kinetic lengths: 36.82, 59.84 nm
plate 2 magnetic, kinetic lengths: 43.40, 47.30 nm
kinetic share of L: 27.7 %
field in the gap: 0.1257 mT
J in plate 1, inner face: 1.193e+09 A/m^2
J in plate 1, outer face: 4.353e+08 A/m^2
FINITE WIDTH (fringing included)
w = 2 um: L = 0.20257 pH/um, formula too high by 20.15 %
w = 10 um: L = 0.04623 pH/um, formula too high by 5.30 %
w = 40 um: L = 0.01199 pH/um, formula too high by 1.53 %
w = 80 um: L = 0.00604 pH/um, formula too high by 0.77 %
effective gap from growth of 1/L, 40 to 80 um: 387.34 nm
mesh shift of L at 10 um (64x10 to 90x14 cells): -0.073 %
OTHER NEGLECTED EFFECTS
lambda larger by 5 nm: L changes by 3.12 %
critical temperature input: 9.2 K
warming 4.2 to 4.5 K: lambda = 90.66 nm, L changes by 0.40 %
clean coherence length, mean free path: 38, 7 nm
nonlocal range: 5.91 nm, (range/lambda)^2 = 4.3e-03
critical field input: 0.2 T, depairing J: 9.63e+11 A/m^2
edge peak J, coarse and fine mesh: 1.53e+09, 1.55e+09 A/m^2
(edge peak J / depairing J)^2: 2.6e-06
normal resistivity input: 5 uOhm cm
normal/super current ratio at 10 GHz: 5.6e-04
gap frequency (weak coupling): 677 GHz
```
